# Furry's theorem and its failure in a charged electron gas, part 2

An electron loop with $n$ incoming photons $q_i$ has two orientations, $D$ and $R$. They cancel for odd $n$ in a neutral state. When does a chemical potential $\mu$ prevent this?

Atomic units are used in the algebra: $\hbar=1$, electron mass $1$, charge $-1$, speed of light $c$. The metric is $(+,-,-,-)$, and $p^0$ is energy divided by $c$. $T$ is thermal energy, $\omega_j=(2j+1)\pi T$, and $\mu$ includes the rest energy. With $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$, $\beta=\gamma^0$ and $\gamma_i$ the matrix at vertex $i$,

$$
h=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad S(p)=(\gamma\cdot p-c)^{-1},
$$

$$
S_\mu(p)=S(p+u),\qquad u=(\mu/c,\mathbf 0),
$$

$$
\int_\ell\equiv T\sum_j\int\frac{d^3\ell}{(2\pi)^3},\qquad
T\sum_j\to\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\quad(T\to0).
$$

At $\mu=0$,

$$
D=\int_\ell\operatorname{tr}[\gamma_1S(p_1)\gamma_2S(p_2)\cdots\gamma_nS(p_n)],
\qquad p_n=\ell ,
$$

$$
p_{i-1}=p_i+q_i,\qquad p_0=p_n .
$$

$R$ absorbs the same photons in the opposite order. $D(\mu)$ and $R(\mu)$ have $S_\mu$ for $S$. Loops are regulated by adding heavy masses (Pauli-Villars), which permits shifts and reflection of loop momentum.

**Theorem 1 (Furry).** At zero chemical potential, $R=(-1)^nD$, and the sum of all one-loop diagrams with an odd number $n$ of external photons vanishes.

**Theorem 2.**

$$
R(\mu)=(-1)^nD(-\mu),
$$

and the sum $\mathcal A_n(\mu)$ of all one-loop diagrams with $n$ photons satisfies

$$
\mathcal A_n(\mu)=(-1)^n\mathcal A_n(-\mu).
$$

The proof rests on reversal of the trace, which gives $(-1)^n$ and changes the sign of every momentum and of $\mu$.

For a static potential energy $v$, with $(h+v)\psi=\varepsilon\psi$, the grand potential at $\mu=0$ is

$$
\Omega=-T\sum_a\ln\left(2\cosh\frac{\varepsilon_a}{2T}\right).
$$

**Line model (the example of Part I).** Electrons with four-component spinors move along one line, with three $\gamma^0$ vertices. The period is $0.04$ angstrom, and $q$ is $2\pi$ divided by the period. Photons $3,2,1$ carry momenta $q,2q,-3q$ and energies $i\nu,-i\nu,0$, with $\nu=628319$ eV. $T=100000$ eV unless stated. Values are $D/c^3$ per period. At $\mu=0$, $D$ and $R$ are nonzero and cancel.

### A chemical potential inside the gap at zero temperature

**Proposition.** At $T=0$ and $|\mu|<c^2$, $D(\mu)=D(0)$. The odd amplitudes still vanish.

*Proof.* Fix the spatial loop momentum. The energy integral has the form

$$
\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,F(\mu+i\omega).
$$

It runs along a vertical line in the complex energy plane, at real part $\mu$. Each propagator has poles where its energy is $\pm E$, with $E=\sqrt{c^2\mathbf p^2+c^4}\geq c^2$. Photon energies are imaginary, so they move the poles vertically and leave their real parts outside the gap. The line can be moved from $\mu$ to $0$ without meeting a pole. The horizontal pieces that close the contour have length $|\mu|$, while the integrand falls at least as fast as $1/|\omega|$ there, so they vanish at infinity. Thus $D(\mu)=D(0)$. The same result for $-\mu$ and Theorem 2 give $D+R=0$ for odd $n$. $\square$

A chemical potential is thus a label on the state until it changes an occupation. Inside the gap at $T=0$ there is nothing to occupy. The line model confirms this: at $T=0$, with photon energies as before, $D=1.673\times10^{-12}\,i$ eV$^{-2}$ both at $\mu=0$ and at $\mu=300000$ eV. At the latter value $R$ is its negative. The electron rest energy is $510999$ eV, so this $\mu$ lies inside the gap.

The argument fails for $|\mu|>c^2$, because moving the line then crosses poles of states whose occupation differs from that in the vacuum: filled electron states for $\mu>c^2$, emptied negative-energy states for $\mu<-c^2$. It also fails at $T>0$, where the integral is a sum over separate points and a contour cannot simply be shifted. The uniform limit below shows that the theorem is in fact lost in both cases.

### A static potential and both orientations

Apply on the line the static potential energy

$$
v(x)=\lambda_1\cos qx+\lambda_2\cos2qx+\lambda_3\cos3qx=\sum_j\lambda_jV_j .
$$

With chemical potential $\mu$, the energies $\varepsilon_a$ in the grand potential of Part I become $\varepsilon_a-\mu$. The derivative of $-T\ln(2\cosh(y/2T))$ with respect to $y$ is $-\tfrac12\tanh(y/2T)$. To write this as a frequency sum, take the logarithmic derivative of the product

$$
\cosh s=\prod_{j\geq0}\left[1+\frac{s^2}{(j+\frac12)^2\pi^2}\right]
$$

at $s=y/2T$. It gives $\tanh(y/2T)=\sum_{j\geq0}4Ty/(y^2+\omega_j^2)$. Pairing $\omega_j$ with $-\omega_j$ then yields

$$
T\sum_j\frac1{i\omega_j-y}
=-T\sum_{j\geq0}\frac{2y}{\omega_j^2+y^2}
=-\frac12\tanh\frac y{2T}=f(y)-\frac12,
$$

where $f(y)=1/(e^{y/T}+1)$. The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian. Therefore, with $G_v(z)=(z-h-v)^{-1}$ and $z=i\omega_j+\mu$,

$$
\frac{\partial\Omega}{\partial\lambda_1}=T\sum_j\operatorname{Tr}[V_1G_v(z)].
$$

Since $\partial G_v/\partial\lambda_j=G_vV_jG_v$, two more derivatives at $v=0$ give

$$
\frac{\partial^3\Omega}{\partial\lambda_1\partial\lambda_2\partial\lambda_3}
=T\sum_j\operatorname{Tr}[V_1GV_2GV_3G+V_1GV_3GV_2G],
\qquad G(z)=(z-h)^{-1}.
$$

These are the two orientations. Each cosine is half the sum of two exponentials. The combinations that conserve momentum are $q,2q,-3q$ and its negative, each with weight $1/8$.

At $\mu=600000$ eV each orientation contributes $4.824\times10^{-12}$ eV$^{-2}$, for a sum of $9.649\times10^{-12}$ eV$^{-2}$ per period. Diagonalizing $h+v$ in plane waves and differentiating $\Omega$ numerically gives the same value. It changes sign at $-\mu$ and is zero within numerical error at $\mu=0$. If all three amplitudes are $10000$ eV, the term trilinear in them is

$$
(10^4\ \text{eV})^3(9.649\times10^{-12}\ \text{eV}^{-2})=9.65\ \text{eV}
$$

per period. Reversing the potential reverses this term: the charged gas distinguishes $v$ from $-v$. It is not the whole cubic part of $\Omega$. The term in $\lambda_1^2\lambda_2$, with momenta $q,q,-2q$, also conserves momentum, is also odd in $v$, and is not included in this number.

### The uniform limit in three dimensions

The one-photon loop with a density vertex already survives, since it is the net density computed below. A simple three-photon amplitude that survives has three density vertices, zero photon energies, and photon wave numbers taken to zero afterwards. With $p^0=z/c$,

$$
z-h=c\gamma^0(\gamma\cdot p-c),\qquad\text{so}\qquad
G(z)=\frac1cS(p)\gamma^0 .
$$

Three density vertices therefore give $\operatorname{tr}(\gamma^0S)^3=c^3\operatorname{tr}G^3$. Divide out $c^3$. Both orientations have this same integrand, and their sum is

$$
B(\mu)=T\sum_j\int\frac{d^3p}{(2\pi)^3}\,
2\operatorname{tr}G(i\omega_j+\mu)^3 .
$$

Differentiating $G=(z-h)^{-1}$ twice gives $d^2G/dz^2=2G^3$, so $B$ is the second derivative with respect to $\mu$ of the same expression with $\operatorname{tr}G$ in place of $2\operatorname{tr}G^3$. That expression is the net density. To see this, note that $h$ has eigenvalues $E$ and $-E$, each twice, and use the frequency sum:

$$
\begin{aligned}
T\sum_j\operatorname{tr}G
&=2\left[f(E-\mu)-\tfrac12\right]+2\left[f(-E-\mu)-\tfrac12\right]\\
&=2f(E-\mu)-2f(E+\mu).
\end{aligned}
$$

The last step is $f(-y)=1-f(y)$. Since $d^3p/(2\pi)^3$ becomes $p^2dp/(2\pi^2)$ after the angular integration,

$$
n(\mu)=\frac1{\pi^2}\int_0^\infty dp\,p^2[f(E-\mu)-f(E+\mu)],
\qquad B(\mu)=n''(\mu).
$$

The first term counts electrons and the second positrons. The frequency sum is done before the momentum integral, which then converges exponentially. Heavy regulator particles contribute nothing in the limit of infinite mass.

The density is odd in $\mu$, and so is its second derivative. At $\mu=0$ it vanishes, as Theorem 1 requires. In this limit the orientations are equal as well as opposite at $\mu=0$, so each is zero. Leaving this limit is not enough to obtain two nonzero loops that cancel. In the line model with static photons of finite wave number, $G$ is a symmetric matrix and $\beta G(p)\beta=G(-p)$. Transposing the trace and reflecting the loop momentum then turns $D$ into $R$, so each is again zero at $\mu=0$. The example of Part I escapes this because its photon energies are nonzero.

### The theorem is lost whenever the state has net charge

**Proposition.** For $T>0$, $n''(\mu)>0$ for every $\mu>0$. At $T=0$, $n''(\mu)>0$ for every $\mu>c^2$. Both signs reverse when $\mu$ does.

*Proof.* First take $T=0$ and chemical potential $x>c^2$. Momentum states are filled up to $P=\sqrt{x^2-c^4}/c$, so the density is

$$
N(x)=\frac{P^3}{3\pi^2}=\frac{(x^2-c^4)^{3/2}}{3\pi^2c^3}.
$$

Its derivatives are

$$
N'(x)=\frac{x\sqrt{x^2-c^4}}{\pi^2c^3},\qquad
N''(x)=\frac{2x^2-c^4}{\pi^2c^3\sqrt{x^2-c^4}}>0 .
$$

This proves the second statement. For $T>0$, define $K(y)=-f'(y)=1/[4T\cosh^2(y/2T)]$. Then

$$
f(E\mp\mu)=\int_E^\infty dx\,K(x\mp\mu).
$$

Insert this in $n(\mu)$ and exchange the integrations. For given $x$, the momentum integral runs over $E<x$ and gives $N(x)$:

$$
n(\mu)=\int_{c^2}^\infty dx\,N(x)[K(x-\mu)-K(x+\mu)].
$$

Two derivatives with respect to $\mu$ equal two derivatives of $K$ with respect to $x$. Integrate by parts twice. The boundary terms vanish because $N(c^2)=N'(c^2)=0$ and $K$ decays exponentially:

$$
n''(\mu)=\int_{c^2}^\infty dx\,N''(x)[K(x-\mu)-K(x+\mu)].
$$

The singularity of $N''$ at $c^2$ is an inverse square root and is integrable. For $\mu>0$ and $x>0$ we have $|x-\mu|<x+\mu$. Since $K$ is even and decreases away from zero, the bracket is positive. So is the integral. $\square$

At $T>0$ even a nonzero chemical potential inside the gap thus defeats the theorem, because it makes the numbers of electrons and positrons unequal.

The sign of $n''$ rests on the density of states of free Dirac electrons in three dimensions and is not a general rule. On the line, $N=2P/\pi$ and $N''<0$ above the gap. At $T>0$ the line's $n''$ is positive inside the gap and negative far above it, so it vanishes at some $\mu$ where the net charge does not. There the one-photon loop, which is the net density, still shows the loss of the theorem.

### Numbers for a hot and a cold gas

At $T=100000$ eV and $\mu=600000$ eV there are $4.20\times10^5$ electrons and $4.0$ positrons per cubic angstrom. The loops give

$$
n''=1.614\times10^{-5}\ \text{angstrom}^{-3}\,\text{eV}^{-2},
$$

or $1.771\times10^{-3}$ bohr$^{-3}$ hartree$^{-2}$. Numerical differentiation of the Fermi-Dirac density agrees. At $\mu=0$ there are still $1606$ electrons per cubic angstrom, matched by as many positrons, and $n''$ vanishes. At $\mu=300000$ eV, inside the gap, it is $2.81\times10^{-6}$ angstrom$^{-3}$ eV$^{-2}$.

A uniform static potential energy $v$, with the gas kept in equilibrium at fixed $\mu$, changes the density from $n(\mu)$ to $n(\mu-v)$. The part even in $v$ is

$$
\frac{n(\mu-v)+n(\mu+v)}2-n(\mu)=\frac12n''(\mu)v^2+O(v^4).
$$

For $v=10000$ eV the leading term is

$$
\frac12(1.614\times10^{-5})(10^4)^2=807\ \text{angstrom}^{-3}.
$$

The left side, evaluated directly, is also $807$ angstrom$^{-3}$, about $0.19$ per cent of the net density. At $\mu=0$, where electrons and positrons balance, this response vanishes. Neutrality of the whole system is not enough: a fixed positive background can cancel the net charge of an electron gas, but it does not respond to $v$ and so leaves the even response in place.

For a cold gas with $\mu=800000$ eV, the closed form $N''(\mu)$ gives $2.183\times10^{-5}$ angstrom$^{-3}$ eV$^{-2}$. The loops at $T=10000$ eV agree with it to about two parts in ten thousand.

### Gauge invariance survives

The loss of Furry's theorem is not a loss of charge conservation. Contract the third vertex of $D$ with its photon momentum. Since $p_2=p_3+q_3$,

$$
\gamma\cdot q_3=S_\mu^{-1}(p_2)-S_\mu^{-1}(p_3),\qquad
S_\mu(p_2)\,\gamma\cdot q_3\,S_\mu(p_3)=S_\mu(p_3)-S_\mu(p_2).
$$

Define the two-photon loop

$$
\Pi_\mu(q)=\int_k\operatorname{tr}[\gamma_1S_\mu(k)\gamma_2S_\mu(k+q)].
$$

Because $p_3=p_1+q_1$ and $p_2=p_1-q_2$, the contracted $D(\mu)$ equals $\Pi_\mu(q_1)-\Pi_\mu(-q_2)$. One orientation alone need not conserve charge. By Theorem 2 the contracted $R(\mu)$ is minus the same difference at $-\mu$. For two photons, reversal followed by the shift $k\to-k-q$ returns the same loop, so $\Pi_{-\mu}(q)=\Pi_\mu(q)$. The contracted sum is therefore

$$
[\Pi_\mu(q_1)-\Pi_\mu(-q_2)]-[\Pi_{-\mu}(q_1)-\Pi_{-\mu}(-q_2)]=0 .
$$

The regulator justifies the shifts of loop momentum. At $\mu=0$ this identity holds because the three-photon amplitude itself is zero. At $\mu\neq0$ the amplitude can be nonzero, and the Ward identity still holds once both orientations are included.

## Computed results

```
Reversed/forward trace, n=1..5: -1.000000 +1.000000 -1.000000 +1.000000 -1.000000
Electron rest energy: 510998.95 eV
Thermal energy kT: 100000 eV
Chemical potential mu: 600000 eV
In-gap chemical potential: 300000 eV
LINE SLICE, photon harmonics 1, 2, -3; values per period
Period: 0.04 angstrom
c times photon wave number q: 309960.5 eV
Imaginary photon energies: 628318.5, -628318.5, 0 eV
D at mu=0: 1.0143e-28 +1.8582e-12 i eV^-2
R at mu=0: 1.5144e-28 -1.8582e-12 i eV^-2
|D+R|/|D| at mu=0: 1.4e-16
D at mu: -1.6738e-12 +1.6270e-11 i eV^-2
R at mu: -1.6738e-12 -1.6270e-11 i eV^-2
D+R at mu: -3.3476e-12 +2.2342e-27 i eV^-2
D at -mu: 1.6738e-12 +1.6270e-11 i eV^-2
T=0: D at mu=0: 1.9298e-29 +1.6727e-12 i eV^-2
T=0: D at in-gap mu: -3.0346e-28 +1.6727e-12 i eV^-2
T=0: R at in-gap mu: 0.0000e+00 -1.6727e-12 i eV^-2
STATIC POTENTIAL, mixed third derivative of grand potential
Loop orientation D part at mu: 4.82432e-12 eV^-2
Loop orientation R part at mu: 4.82432e-12 eV^-2
Loop sum at mu: 9.64865e-12 eV^-2
Diagonalization at mu: 9.64864e-12 eV^-2
Diagonalization at -mu: -9.64864e-12 eV^-2
Diagonalization at mu=0: -2.7e-19 eV^-2
UNIFORM LIMIT, three dimensions
Electron density at mu: 4.19975e+05 angstrom^-3
Positron density at mu: 3.98869e+00 angstrom^-3
Net density n at mu: 4.19971e+05 angstrom^-3
Electron density at mu=0: 1.60624e+03 angstrom^-3
n'' from loops at mu: 1.61388e-05 angstrom^-3 eV^-2
n'' from loops at -mu: -1.61388e-05 angstrom^-3 eV^-2
n'' from loops at in-gap mu: 2.80978e-06 angstrom^-3 eV^-2
n'' from loops at mu=0: -1.12529e-22 angstrom^-3 eV^-2
n'' from density at mu: 1.61388e-05 angstrom^-3 eV^-2
n'' from loops at mu, atomic units: 1.77082e-03 bohr^-3 hartree^-2
Cold gas: mu 800000 eV, kT 10000 eV
Cold gas n'' from loops: 2.18331e-05 angstrom^-3 eV^-2
T=0 closed form n'': 2.18280e-05 angstrom^-3 eV^-2
Uniform potential energy v: 10000 eV
Even density change, direct: 8.06871e+02 angstrom^-3
Even density change, n'' v^2/2: 8.06939e+02 angstrom^-3
Even density change at mu=0: 0.0e+00 angstrom^-3
```
